# Random filling with nearest-neighbour exclusion on a square lattice

In a model of one cadmium pulse on a CdTe surface, every surface site receives on average 4.98 adsorption attempts, and 99.3 % of the sites are tried at least once. At the end only 36.3 % of the sites are occupied. The adsorption rule forbids occupied nearest neighbours, which a checkerboard satisfies at 50 %. A longer pulse hardly helps: it would add about 0.1 % of the sites. Why does the surface stop accepting atoms so far below the coverage that the rule permits?

## The rule and a surface of sixteen sites

Take a square lattice of $L\times L$ sites with periodic edges and $L$ even. Attempts arrive at each site independently, at rate $k$. An attempt succeeds if the site and its four nearest neighbours are empty, and fails otherwise. An adsorbed species neither moves nor leaves. The coverage $\theta$ is the occupied fraction of sites. The surface is jammed when no site can accept another species.

The case $L=4$ can be solved by hand. Label the four positions along each axis, in order, by 00, 01, 11, 10. Positions next to each other on the ring, including the last and the first, differ in one bit. A site is then a four-bit word, and two sites are neighbours when their words differ in one bit.

All sites are equivalent, so let the first atom sit at 0000. It blocks the four words with a single 1. Eleven sites stay available: six words with two 1s, four with three 1s, and 1111. Each is equally likely to receive the next atom.

**Second atom at 1111 (probability 1/11).** It blocks all words with three 1s. The six words with two 1s are not neighbours of each other, so all of them fill. The final number of atoms is $2+6=8$, the checkerboard.

**Second atom on a word with three 1s (4/11).** Take 1110. It blocks 1111, 1100, 1010 and 0110. The six remaining sites form a closed ring. The next atom on this ring leaves a row of three. With probability 1/3 the following atom takes the middle and ends the filling; with probability 2/3 it takes an end, and the other end fills later. The ring therefore receives on average

$$1+\tfrac13\cdot1+\tfrac23\cdot2=\tfrac83$$

atoms, and the mean total is $2+\tfrac83=\tfrac{14}{3}$.

**Second atom on a word with two 1s (6/11).** Take 1100. It blocks 1110 and 1101, leaving eight sites. Two of them, $u=1011$ and $v=0111$, are hubs. They share the neighbours 0011 and 1111, and each has two further neighbours of its own. There are no other links. The next atom has three kinds of choice:

- A hub, probability 2/8. The other hub and its two private neighbours remain, a row of three, which receives $\tfrac13\cdot1+\tfrac23\cdot2=\tfrac53$ atoms. The eight sites receive $1+\tfrac53=\tfrac83$.
- A shared neighbour, probability 2/8. Both hubs are blocked and the five other sites all fill, giving 6.
- A private neighbour, probability 4/8. One hub is blocked. Its other private neighbour is isolated and will fill. The second hub remains with four neighbours, which gives 1 atom with probability 1/5 and 4 with probability 4/5, a mean of $\tfrac{17}{5}$. The sum is $1+1+\tfrac{17}{5}=\tfrac{27}{5}$.

The mean for the eight sites is

$$\tfrac14\cdot\tfrac83+\tfrac14\cdot6+\tfrac12\cdot\tfrac{27}{5}=\tfrac{73}{15},$$

so the mean total in this case is $2+\tfrac{73}{15}=\tfrac{103}{15}$. Collecting the three cases,

$$\langle N\rangle=\frac1{11}\left(8+6\cdot\frac{103}{15}+4\cdot\frac{14}{3}\right)=\frac{1018}{165},\qquad \langle\theta\rangle=\frac{\langle N\rangle}{16}=\frac{509}{1320}\approx0.3856 .$$

Even here the mean lies well below one half. The second atom can already spoil the checkerboard: 1110 has an odd number of 1s and belongs to the other sublattice from 0000.

## What jamming below one half means

Count the bonds that join an occupied site to an empty one. Each of the $\theta L^2$ occupied sites has four such bonds. Seen from the other end, each of the $(1-\theta)L^2$ empty sites has $j$ of them, where $j$ is its number of occupied neighbours. With $\langle j\rangle$ the average over empty sites,

$$4\theta=(1-\theta)\langle j\rangle\quad\Rightarrow\quad \theta=\frac{\langle j\rangle}{4+\langle j\rangle}.$$

Since $\langle j\rangle\le4$, the coverage cannot exceed 1/2. In a jammed state each empty site has $j\ge1$, so the coverage cannot be below 1/5. These are bounds, and the random process selects a value between them.

Now colour the sites like a chessboard. Suppose a jammed state used one colour only. An empty site of that colour would have neighbours of the other colour, all empty, and could still accept an atom. This contradicts jamming, so every site of the colour is filled and $\theta=1/2$. A jammed state below one half must therefore contain atoms on both sublattices. Where the two kinds of region meet, some empty sites have fewer than four occupied neighbours, and there coverage is lost. Without motion the early choices cannot be revised.

## The algorithm for any size

A direct simulation would draw sites at random, again and again, and near jamming would spend most of its time on failures. Repetition is unnecessary. If an attempt fails, the site is occupied or has an occupied neighbour, and that condition is permanent. Only the first attempt at each site can matter.

The first-attempt times are independent with density $k e^{-kt}$. Because they are identically distributed, every order of the sites is equally likely. This gives a one-pass method:

1. Put all $L^2$ sites in a uniformly random order and mark them unblocked.
2. Take the next site. If it is unblocked, fill it and block its four neighbours.
3. Continue until each site has been visited once.

The result is a jammed state with the same probabilities as in the original process. A visited site was either filled or refused for a permanent reason, so nothing is left to try. The work grows as $L^2$.

The method also contains the time dependence. Define the dose $D=kt$, the mean number of attempts per site. The fraction of sites tried at least once is

$$y=1-e^{-D}.$$

Since $dy=ke^{-kt}dt$, the first attempt at a site is uniformly distributed in $y$ between 0 and 1. On a large lattice, the coverage after a fraction $y$ of the ordered list is the coverage at dose $D=-\ln(1-y)$.

For $L=4$, 20,000 passes gave a mean coverage of $0.3849\pm0.0007$, beside the exact 0.3856. Here and below, the uncertainty is one standard error of the mean. Sixteen passes with $L=400$ gave

$$\theta_J=0.3640\pm0.0002 .$$

In the last of these runs the coverage was 0.3633. The fractions of empty sites with one, two, three and four occupied neighbours were 0.271, 0.365, 0.177 and 0.188. These are values for a single run and differ from averages over runs by up to about 0.004. Less than a fifth of the empty sites thus had the surroundings they would have in a checkerboard. Their mean was $\langle j\rangle=2.282$, and the bond formula returns $2.282/6.282=0.363$.

## An exact series for the infinite lattice

The jamming coverage can be reached without random numbers. A given site, called 0, adsorbs between $y$ and $y+dy$ if its first attempt falls in that interval, which has probability $dy$, and its four neighbours are then empty. Until that moment site 0 has had no attempt and has influenced nothing.

This suggests a more general quantity. Let $R$ be a connected set of sites and $\partial R$ its boundary, the sites outside $R$ that are neighbours of some site in $R$. Let $F(R;y)$ be the probability that all of $\partial R$ is empty at $y$, given that no site in $R$ has had an attempt. Then

$$\frac{d\theta}{dy}=F(\{0\};y).$$

How does $F(R;y)$ decrease? During $dy$ some boundary site $i$ must adsorb. Its first attempt falls in $dy$ with probability $dy$, so site $i$ too was untouched before. Adsorption there requires the neighbours of $i$ outside $R$ to be empty, and the rest of $\partial R$ must have been empty up to then. Together these sites are the boundary of the enlarged set $R\cup\{i\}$. Two adsorptions in the same interval contribute at order $dy^2$ and drop out. Hence

$$\frac{dF(R;y)}{dy}=-\sum_{i\in\partial R}F(R\cup\{i\};y),\qquad F(R;0)=1 .$$

Each differentiation adds one boundary site in every possible way and brings a minus sign. Let $a_m$ be the number of ordered ways to grow a cluster of $m$ sites from site 0, adding one boundary site at a time. The $n$th derivative of $F(\{0\};y)$ at $y=0$ is $(-1)^n a_{n+1}$. Taylor expansion and one integration give

$$\theta(y)=\sum_{m=1}^{\infty}(-1)^{m-1}\frac{a_m}{m!}\,y^m .$$

The first counts can be done by hand. One site has four boundary sites, so $a_2=4$. A pair has six, so $a_3=4\cdot6=24$. Of the six additions to a pair, two make a straight triple and four a bent one. The 24 histories thus divide into 8 straight and 16 bent. A straight triple has eight boundary sites and a bent one seven, so

$$a_4=8\cdot8+16\cdot7=176 .$$

For small doses $\theta\approx y-2y^2$. The second term has a direct reading: a tried site is lost if one of its four neighbours was tried earlier, and each neighbour contributes $y^2/2$.

The same argument solves a one-dimensional chain with nearest-neighbour exclusion. Every connected cluster there has two boundary sites, so $a_m=2^{m-1}$ and

$$\theta_{\rm chain}(y)=-\frac12\sum_{m\ge1}\frac{(-2y)^m}{m!}=\frac{1-e^{-2y}}{2}.$$

At $y=1$ the chain jams at $(1-e^{-2})/2$, below its own ordered limit of one half by $e^{-2}/2$. The square lattice has no such simple counts, because the boundary depends on the shape of the cluster.

The series also shows how the periodic edges act. They first matter when two boundary sites on opposite sides of a cluster coincide, which requires a cluster $L-1$ sites long. For $L=4$ the straight triple then has seven boundary sites instead of eight, and $a_4$ becomes $8\cdot7+16\cdot7=168$. For general $L$ the counts are unchanged for $m<L$. A modest lattice may therefore suffice: 1000 passes with $L=20$ gave $0.3645\pm0.0004$, which differs from the $L=400$ value by about 1.2 combined standard errors.

## Getting a number at full dose

Adding a site to a cluster removes that site from the boundary and adds at most three new ones. The boundary of $m$ sites therefore has at most $2m+2$ members, and

$$a_m\le\prod_{l=1}^{m-1}(2l+2)=2^{m-1}m! .$$

The terms of the series are then no larger than $2^{m-1}y^m$, which guarantees convergence for $y<1/2$. Jamming is at $y=1$, outside the guaranteed range. The partial sums there are useless: with 11, 12 and 13 terms they are 70, −90 and 116.

The coefficients still carry the information. A Padé approximant replaces the polynomial by a ratio of polynomials with the same leading expansion. With $a_5=1504$,

$$\frac{\theta}{y}=1-2y+4y^2-\frac{22}{3}y^3+\frac{188}{15}y^4-\dots\approx\frac{1+p_1y+p_2y^2}{1+q_1y+q_2y^2}.$$

Multiply by the denominator. The numerator has no terms in $y^3$ and $y^4$, so

$$-\frac{22}{3}+4q_1-2q_2=0,\qquad \frac{188}{15}-\frac{22}{3}q_1+4q_2=0 .$$

The first equation gives $q_2=2q_1-\frac{11}{3}$. Insertion in the second gives $\frac23q_1=\frac{32}{15}$, so $q_1=\frac{16}{5}$ and $q_2=\frac{41}{15}$. The terms in $y$ and $y^2$ then give $p_1=q_1-2=\frac65$ and $p_2=4-2q_1+q_2=\frac13$. At $y=1$,

$$\theta_J\approx\frac{1+\frac65+\frac13}{1+\frac{16}{5}+\frac{41}{15}}=\frac{38}{104}\approx0.3654 .$$

Five counts already give a value close to the simulation. Computer enumeration of clusters supplies the counts up to $a_{13}$. Numerator and denominator of degree 3, 4, 5 and 6 then give 0.3637, 0.3640, 0.3641 and 0.3642. The last value lies 0.0002 above the simulated mean, about one standard error. Neither the spread of the approximants nor this agreement is a rigorous error bound. Together they support $\theta_J\approx0.364$ and leave the fourth digit open.

The curve agrees at earlier stages too. At $y=0.25$, 0.50 and 0.75 the simulation gave 0.1675, 0.2562 and 0.3164; the degree-6 approximant gives 0.1675, 0.2562 and 0.3165.

## A cadmium pulse

On the (001) face of CdTe, the sites for one element form a square lattice with two sites per area $a^2$, where $a$ is the cubic lattice constant. With $a=0.648$ nm as the model input, the site density is

$$n_s=\frac{2}{a^2}=4.76\times10^{14}\ {\rm cm^{-2}} .$$

Take a cadmium pressure of $2\times10^{-6}$ Torr, a vapour temperature $T_v$ of 500 K and a pulse of 8 s, all chosen as rough model inputs. For atoms of mass $M=112.4$ u, kinetic theory gives the flux

$$\Phi=\frac{p}{\sqrt{2\pi M k_BT_v}}=2.96\times10^{14}\ {\rm cm^{-2}\,s^{-1}} .$$

Assume that every atom arriving at an allowed site sticks. The attempt rate is $k=\Phi/n_s=0.622\ {\rm s^{-1}}$ and the dose is $D=0.622\times8=4.98$. Hence $y=0.9931$, and the degree-6 approximant gives $\theta=0.3630$.

The shortfall from jamming is 0.0012. Near $y=1$ it is approximately $(1-y)\,d\theta/dy$, so the slope is about $0.00121/0.00689$, between 0.17 and 0.18. By the meaning of $F$, this is the chance that a site not yet tried still has four empty neighbours. Extra pulse time can gain nothing beyond the few untried sites.

If each adsorbed Cd atom later yields one CdTe unit, a full layer of thickness $a/2=0.324$ nm corresponds to $\theta=1$. The frozen pulse then grows $0.363\times0.324=0.118$ nm per cycle, and an ordered half layer would grow 0.162 nm.

## When atoms can move

If frozen mismatch between sublattices causes the loss, motion should recover part of it. To examine this, the dose was held at 4.98 on a $60\times60$ lattice and hops were allowed. An atom tries a random neighbouring site and moves if the exclusion rule still holds there. Let $r$ be the hop attempt rate of an atom divided by $k$. Averages over three runs were 0.362, 0.403, 0.444 and 0.476 for $r=0$, 1, 10 and 100. Scaling the large-lattice error by the square root of the number of sites gives an uncertainty of about 0.002 at $r=0$. For $r>0$ the values shift by up to about 0.01 between sets of runs and lattice sizes, so the second digit is uncertain by about one unit. The runs record the coverage alone, not the size of the sublattice domains. One hop attempt per adsorption attempt thus raises the coverage clearly, and a hundred bring it close to one half.

For real CdTe this correction is likely to matter. Cd-terminated (001) surfaces are known to carry roughly half a layer of Cd, more than the frozen model gives. Take a growth temperature of 550 K. With an assumed hop barrier of 1.0 eV and a prefactor of $10^{13}\ {\rm s^{-1}}$, an atom attempts $6.9\times10^3$ hops per second at 550 K, or $r\approx1.1\times10^4$. With these values the assumption of immobility fails. At $r=100$ the model already gives about 0.15 nm per cycle instead of 0.118 nm. The much larger $r$ was not simulated. Averaged over a large surface, it should still fall short of the full 0.162 nm at this dose: if hopping keeps the layer in equilibrium, which is assumed here and not shown for nearest-neighbour hops, the equilibrium statistics of this lattice gas give a coverage near 0.495, or 0.160 nm, because the last vacancies still have to be hit by an arriving atom. Real surfaces also have direction-dependent hopping and reconstructions, including half layers in which filled and empty rows alternate; the filled rows break the exclusion rule.

Other losses are small at 550 K under similarly rough assumptions. With a barrier of 1.9 eV, a fraction $3\times10^{-4}$ of the bound Cd desorbs during the pulse. Excess Cd on top of the layer, held by 1.2 eV, stays for 0.01 s, so it does not build up. If it hops with the same 1.0 eV barrier, it makes about 70 hop attempts in that time and may still reach an allowed site; the model, which discards every failed arrival, leaves this out.

With the assumed barriers, cooling does not rescue the frozen model for elemental Cd. Hopping slows to about one attempt per pulse at 362 K, and even this rate, $r\approx0.2$, raises the coverage to about 0.38. There excess Cd would stay for about 4800 s, far longer than the pulse, and would accumulate instead of leaving. This conclusion rests on the hop barrier lying below the binding of excess Cd; a hop barrier well above it would open a temperature window. The value 0.364 applies to a species that binds firmly, does not move during the pulse, blocks its four neighbours and forms no second layer. For Cd at growth temperature it is a reference from which the effect of mobility can be measured.
